Coulomb Shift of Donor-Acceptor Pair Emission at Five Nanometres

**Question**

A crystal contains shallow donors and shallow acceptors. After excitation at low temperature, an electron bound to a neutral donor D0 recombines with a hole bound to a neutral acceptor A0 at distance r. A photon is emitted, and the ions D+ and A- remain.

Treat the host as a uniform linear dielectric of static relative permittivity ε = 11. For numbers use a silicon-like case with rough typical values: gap E_g = 1.17 eV, donor binding energy E_D = 0.045 eV and acceptor binding energy E_A = 0.045 eV. Algebra is in atomic units, in which ħ, the electron mass, the elementary charge and 4πε₀ equal one. Consider the line emitted without phonons.

(a) Express the photon energy through the energies of the initial and final states, and find which state is responsible for the leading dependence on r.

(b) Derive the interaction energy of the two ions from their electric fields, and hence the shift relative to infinitely distant pairs.

(c) Evaluate the shift and the photon energy for r = 5 nm.

(d) Discuss how the shift depends on r and ε, and find where the formula must fail at small r.

(e) The neutral centres are charge clouds of finite size. Find their first-order electrostatic interaction and its effect on the photon energy.

(f) Estimate the effect of their mutual polarization, and test the sensitivity of (e) and (f) to the cloud radius.

(g) Estimate the effects of free carriers and of other ions, and compare the model with real silicon.

**Model answer to (a)**

Take as energy zero the crystal with D+ and A- infinitely far apart and no electron or hole present. Creating a free electron and a free hole costs E_g. Binding the electron to D+ returns E_D, and binding the hole to A- returns E_A. For infinite separation the initial state therefore has energy

E_i(∞) = E_g − E_D − E_A.

At finite r the two centres interact. Call the interaction energy of the neutral centres δ(r) and that of the ions U(r):

E_i(r) = E_g − E_D − E_A + δ(r),
E_f(r) = U(r).

Energy conservation gives the photon energy

E(r) = E_i(r) − E_f(r) = E_g − E_D − E_A + δ(r) − U(r).

Each initial centre has zero net charge, so there is no 1/r interaction between them. The final centres carry charges +1 and −1 and do have one. The leading dependence on r thus comes from the final state. Its attraction makes U negative, and a lower final state means a larger photon energy.

"Infinitely distant" denotes a reference limit. Bound wave functions decay exponentially, so the electron-hole overlap needed for emission vanishes in that limit.

**Model answer to (b)**

In these units the energy density of a field F in the dielectric is εF²/(8π). With F = F₁ + F₂, the squares F₁² and F₂² give the self-energies of the ions. These do not depend on r and are already contained in the energy zero. The cross term is the interaction:

U = (ε/4π) ∫ F₁·F₂ d³x.

Let ion 1 be D+ and ion 2 be A-. Write F₂ = −∇φ₂, with φ₂ = −1/(ε r₂), where r₂ is the distance from A-. The product rule gives

−F₁·∇φ₂ = −∇·(φ₂F₁) + φ₂ ∇·F₁.

The first term becomes a surface integral. On a sphere of large radius R, φ₂F₁ falls as 1/R³ while the area grows as R², so the integral vanishes. On a small sphere of radius s around A-, φ₂ grows as 1/s while the area shrinks as s², so that contribution vanishes too.

In the second term, Gauss's law for a unit positive charge reads ∇·F₁ = (4π/ε) δ³(x − x₁). The delta function selects φ₂ at the donor, which is −1/(εr). Hence

U = (ε/4π)(4π/ε)(−1/(εr)) = −1/(εr).

Neglecting δ for the moment,

E(r) = E_g − E_D − E_A + 1/(εr).

Subtracting the value at infinite separation removes the gap and both binding energies:

ΔE = E(r) − E(∞) = 1/(εr).

**Model answer to (c)**

The separation is 5 nm = 94.486 bohr. Therefore

ΔE = 1/(11 × 94.486) = 9.621 × 10⁻⁴ hartree.

One hartree is 27.2114 eV, so

ΔE = 9.621 × 10⁻⁴ × 27.2114 eV = 0.0262 eV, or about 26 meV.

The same result follows from e²/(4πε₀) = 1.43996 eV nm:

ΔE = 1.43996/(11 × 5) eV = 0.0262 eV.

For infinite separation the photon energy is 1.170 − 0.045 − 0.045 = 1.080 eV. For the 5 nm pair it is 1.080 + 0.026 = 1.106 eV.

Silicon has an indirect gap, so emission can also be accompanied by a phonon. If that phonon has the same energy for near and distant pairs, it lowers both photon energies equally and cancels in ΔE.

**Model answer to (d)**

At fixed ε the shift is inversely proportional to r. It is 13.1 meV at 10 nm and 6.5 meV at 20 nm, and it tends to zero for distant pairs. Its slope is

d(ΔE)/dr = −1/(εr²) = −ΔE/r,

which at 5 nm is −26.18/5 = −5.24 meV/nm. An increase of 0.1 nm in separation lowers the photon energy by about 0.5 meV.

At fixed r the shift is inversely proportional to ε. Replacing 11 by 11.7, a rough room-temperature value for silicon, gives 24.6 meV, a reduction of 1.6 meV.

To find the lower limit in r, describe each carrier by a hydrogenic 1s state with effective mass m. For a trial radius a the kinetic energy is 1/(2ma²) and the potential energy is −1/(εa). Setting the derivative of their sum to zero gives

−1/(ma³) + 1/(εa²) = 0, so a = ε/m.

Substituting 1/m = a/ε, the binding energy is

E_B = 1/(εa) − 1/(2ma²) = 1/(εa) − 1/(2εa) = 1/(2εa).

With E_B = 0.045 eV this gives

a = 1.43996/(2 × 11 × 0.045) nm = 1.45 nm.

Since both binding energies equal E_B, their sum is 1/(εa). At r = a the point-charge formula would therefore give E = E_g: the whole binding energy would be offset. Two separately bound, undistorted carriers are then no longer a sensible initial state. The formula must in fact fail earlier. In this model both carriers have the mass ε/a, so a free exciton has reduced mass m/2 and binding energy E_B/2 = 22.5 meV. A bound pair cannot emit above E_g − E_B/2, since the carriers would leave the ions as an exciton. The point-charge formula reaches that level when 1/(εr) = 3E_B/2 = 3/(4εa), that is at r = 4a/3 = 1.94 nm. The formula needs r well above this. Here r/a = 3.44, which is large enough for an estimate but calls for the corrections in (e) and (f).

**Model answer to (e)**

Measure lengths in a and energies in 1/(εa) = 2E_B = 90 meV, and let ρ = r/a. Both clouds have the density n(s) = e^(−2s)/π. Treat electron and hole as independent, neglecting electron-hole exchange.

The charge of a cloud within radius s is

Q(s) = ∫₀ˢ 4t² e^(−2t) dt = 1 − (1 + 2s + 2s²)e^(−2s).

The neutral donor has net charge 1 − Q(s) within s, so its radial field is (1/s² + 2/s + 2)e^(−2s). The potential that vanishes at infinity and has this field is

φ(s) = (1 + 1/s)e^(−2s),

as differentiation confirms: −φ′ = (1/s² + 2 + 2/s)e^(−2s).

The acceptor consists of a charge −1 at distance ρ and a positive hole cloud around it. Its energy in the donor potential is

W = −φ(ρ) + A, A = ∫ n(r₂) φ(r₁) d³x,

where r₁ and r₂ are distances from donor and acceptor. To evaluate A, set r₁ = ρ(ξ+η)/2 and r₂ = ρ(ξ−η)/2, with ξ from 1 to ∞ and η from −1 to 1. After integration over the azimuth, the volume element is 2π(ρ/2)³(ξ²−η²)dξdη. Because r₁ + r₂ = ρξ,

A = (ρ³/4) ∫dξ e^(−2ρξ) ∫dη [ξ² − η² + (2/ρ)(ξ − η)].

The η integral equals 2ξ² − 2/3 + 4ξ/ρ. The remaining integrals, from 1 to ∞, are

∫e^(−2ρξ)dξ = e^(−2ρ)/(2ρ),
∫ξe^(−2ρξ)dξ = e^(−2ρ)[1/(2ρ) + 1/(4ρ²)],
∫ξ²e^(−2ρξ)dξ = e^(−2ρ)[1/(2ρ) + 1/(2ρ²) + 1/(4ρ³)].

Collecting powers of ρ,

A = (ρ³/4)e^(−2ρ)[2/(3ρ) + 3/ρ² + 3/(2ρ³)]
  = e^(−2ρ)[ρ²/6 + 3ρ/4 + 3/8].

Subtracting φ(ρ) = e^(−2ρ)(1 + 1/ρ) gives

W = e^(−2ρ)[ρ²/6 + 3ρ/4 − 5/8 − 1/ρ].

For ρ = 3.44 the bracket is 1.97 + 2.58 − 0.63 − 0.29 = 3.63 and the exponential is 1.03 × 10⁻³. Thus

δ₁ = 90 meV × 1.03 × 10⁻³ × 3.63 ≈ +0.34 meV.

This raises the initial state and hence the photon energy. The exponential shows why the correction is small: outside its cloud a neutral spherical centre has almost no field.

**Model answer to (f)**

Fluctuating dipoles on the neutral centres lower the initial energy in second order. Let x₁, y₁, z₁ and x₂, y₂, z₂ be the carrier displacements from their centres, with z along the pair axis. In the units of (e), the dipole interaction is, apart from an overall sign,

V = (x₁x₂ + y₁y₂ − 2z₁z₂)/ρ³.

The opposite charges of electron and hole reverse this sign, which disappears on squaring. The three products excite different pairs of p states, so they have no cross terms. Their squared coefficients add to 1 + 1 + 4 = 6. With ω_m the excitation energy of p state m and z_m its dipole matrix element with the ground state,

δ₂ = −C₆/ρ⁶, C₆ = 6 Σ_m Σ_n z_m² z_n²/(ω_m + ω_n),

where the sums include the continuum.

C₆ can be bracketed by hand with three sums. First, Σz_m² = ⟨z²⟩ = ⟨r²⟩/3 = 1, where r is here the distance of a carrier from its own centre. Second, the double commutator [z,[H,z]] = 1 has ground-state expectation value 2Σω_m z_m², so Σω_m z_m² = 1/2. Third, consider f = z(1 + r/2)ψ₀. For a function gψ₀ with ψ₀ ∝ e^(−r),

(H − E₀)gψ₀ = (−∇²g/2 + ∂g/∂r)ψ₀.

With g = z(1 + r/2), ∇²g = 2z/r and ∂g/∂r = z/r + z, so the right side is zψ₀. Hence

Σz_m²/ω_m = ⟨z²(1 + r/2)⟩ = 1 + ⟨r³⟩/6 = 1 + 7.5/6 = 9/4.

Since (x + y)² ≥ 4xy, one has 1/(x + y) ≤ (1/x + 1/y)/4. Applied to the double sum this gives C₆ ≤ 6 × (9/4 + 9/4)/4 = 6.75. The z_m² sum to one and act as weights. The average of a reciprocal is at least the reciprocal of the average, so C₆ ≥ 6/(1/2 + 1/2) = 6. Diagonalization in six radial p functions gives C₆ = 6.499, inside these bounds. Therefore

δ₂ = −90 meV × 6.499/3.44⁶ ≈ −0.35 meV.

This is an order-of-magnitude estimate, because higher multipoles and the overlap of the clouds are omitted.

In these approximate formulas, the near cancellation with δ₁ depends on the chosen radius. A second radius comes from a donor with transverse mass 0.19 and longitudinal mass 0.92, rough values for silicon. Use the trial function

ψ ∝ exp{−[(x² + y²)/b² + z²/c²]^(1/2)},

with z now along the longitudinal mass axis. In coordinates scaled by b, b and c this is a spherical 1s state. Each squared momentum component then averages 1/3 and the inverse radius averages one. The energy is

E(b,c) = (1/6)[2/(0.19b²) + 1/(0.92c²)] − (1/ε)∫₀¹du [b²(1−u²) + c²u²]^(−1/2),

where u is the cosine of the polar angle in scaled coordinates. Minimization gives b = 2.29 nm, c = 1.31 nm and a binding energy of 0.0335 eV. This is below the assumed 0.045 eV; the envelope model omits the short-range potential of the impurity.

The geometric-mean radius is (b²c)^(1/3) = 1.90 nm. Using it for both spherical clouds, with r and ε fixed, changes δ₁ to +0.76 meV and δ₂ to −1.36 meV. Their sum is −0.6 meV instead of nearly zero. At this radius r/a is only 2.63, and the dipole formula, which ignores the overlap of the clouds, overestimates the attraction. Most of the −0.6 meV comes from this overestimate and not from the change of radius. A variational solution of the full problem of two carriers and two ions gives a net δ of only about −0.1 to −0.2 meV at either radius, so within the hydrogenic model the near cancellation persists. Real donor and acceptor states are not hydrogenic, and the acceptor has its own band structure. An uncertainty of up to 1 meV in the 26 meV shift is a cautious allowance for this, not a result of the model.

**Model answer to (g)**

*Free carriers.* Let mobile carriers of density n, neutral on average with their background, respond to a weak potential φ. To first order in φ/(kT), their induced charge density is −nφ/(kT). Away from the ion Poisson's equation becomes

∇²φ = φ/λ², λ² = εkT/(4πn).

Writing φ = u/r turns this into u″ = u/λ². The decaying solution that joins the unscreened potential near the donor ion is φ = e^(−r/λ)/(εr). If the carriers have adjusted to the ions in the final state, the shift becomes

ΔE = e^(−r/λ)/(εr).

At 20 K thermal ionization of 45 meV centres at 10¹⁵ cm⁻³ supplies only of order 10¹⁰ carriers per cm³, so a larger density must come from the excitation, and n then counts electrons and holes together. For an assumed n = 10¹³ cm⁻³, λ = 324 nm. The relative change is about −5/324, or −1.5%, which is −0.40 meV. Nearly all of it comes from the distant reference pair, whose two ions are screened separately and so lie lower in energy. The 5 nm pair acts on the carriers only as a small dipole, and its own photon energy hardly changes. If the carriers are too slow to rearrange during the emission, the mean shift keeps its unscreened value. The 0.40 meV is therefore only an order-of-magnitude estimate for the adjusted case. On average only 4πnλ³/3 ≈ 1.4 carriers lie within a distance λ of an ion, so a smooth screening cloud is itself a rough picture here. The expansion needs φ below kT, which for a single ion at 20 K holds only beyond a distance 1/(εkT), or 1.43996/(11 × 0.00172) nm ≈ 76 nm. In the linear solution most of the screening charge does lie farther out, at distances of order λ, but the capture of a carrier by an ion is not described.

*Other ions.* For an ion density N = 10¹⁵ cm⁻³, the radius of a sphere containing one ion on average is d = [3/(4πN)]^(1/3) = 62.0 nm. The field of one ion at that distance changes the energy of the final D+ A- dipole by at most about

r/(εd²) → 1.43996 × 5/(11 × 62.0²) eV = 0.17 meV.

The sign depends on the direction of the pair relative to the ion. In the spherical model used here, the neutral initial centres have no permanent dipole and no first-order change in a uniform field. In a sample this effect broadens a line. The 0.17 meV is a typical size and not a bound: for randomly placed ions the chance of finding at least one closer than d is 1 − e⁻¹ ≈ 63%, and a closer ion has a larger effect.

*Real silicon.* The gap and binding energies used here are typical of silicon with common shallow dopants at low temperature. The permittivity 11 is somewhat low: using the room-temperature value 11.7 reduces the shift to 24.6 meV. At low temperature the permittivity of silicon is slightly smaller than 11.7, so the reduction is smaller too. Silicon is nonpolar, so the estimate does not require a separate ionic-lattice contribution to ε. The result describes one isolated pair at one separation; a doped crystal contains a distribution of separations and therefore of photon energies.

Ordinary devices break the low-temperature assumption. The thermal energy is 1.7 meV at 20 K but 25.9 meV at 300 K, where a 45 meV binding energy is only 1.7 times larger. In lightly doped material most shallow centres are then ionized, and the neutral initial pair on which the calculation rests becomes rare. This is a loss of the initial state, not a small correction to ΔE. Heavy doping breaks the isolation assumption: at N = 10¹⁸ cm⁻³, d falls to 6.2 nm, comparable with the pair separation, and the shift of a single pair is no longer well defined by r alone.

For the low-temperature, lightly doped case, the separate effects estimated here range from about 0.2 meV to about 1.6 meV. The point-charge result is therefore best quoted as 26 meV for ε = 11, with a finite-cloud correction of a few tenths of a meV at most in the hydrogenic model and a cautious allowance of up to 1 meV for real impurity states. The numerical output lists the individual values.

Computed results

```
relative permittivity: 11.0
pair separation: 5.0 nm
pair separation in atomic units: 94.486 bohr
one hartree: 27.2114 eV
e^2/(4 pi eps0): 1.43996 eV nm
Coulomb upshift: 9.6214e-04 hartree
Coulomb upshift: 0.02618 eV = 26.18 meV
gap (rough): 1.170 eV
donor binding (rough): 0.045 eV
acceptor binding (rough): 0.045 eV
photon energy, infinite separation: 1.0800 eV
photon energy, 5 nm pair: 1.1062 eV
upshift at 10 nm: 13.09 meV
upshift at 20 nm: 6.55 meV
slope of upshift at 5 nm: -5.24 meV/nm
upshift with permittivity 11.7: 24.61 meV
change from that permittivity: -1.57 meV
cloud radius from binding energy: 1.45 nm
separation / cloud radius: 3.44
cloud penetration: +0.34 meV
C6 in hydrogenic units: 6.499
mutual polarization: -0.35 meV
transverse, longitudinal mass (rough): 0.19, 0.92 m_e
variational binding: 0.0335 eV
transverse radius: 2.29 nm
longitudinal radius: 1.31 nm
geometric-mean radius: 1.90 nm
penetration, mean radius: +0.76 meV
polarization, mean radius: -1.36 meV
temperature: 20 K
free-carrier density: 1e+13 cm^-3
Debye length: 324 nm
change from free carriers: -0.40 meV
density of other ions: 1e+15 cm^-3
typical distance to another ion: 62.0 nm
change from one such ion, up to +/-: 0.17 meV
thermal energy at 20 K: 1.72 meV
thermal energy at 300 K: 25.85 meV
```
